\section*{Stress from force derivative integrals in atom-centred bases, part 1}

(Sections cited here and not found follow in the second part.)

A crystal whose cell is squeezed or sheared changes its energy even when no atom feels a net force. In a lattice with one atom per cell the force on that atom vanishes at every cell shape, yet the energy depends on the shape, and relaxing the structure needs the derivative with respect to it. When the basis functions sit on the atoms, the Hamiltonian and overlap matrices depend on the geometry through the positions of the centres that enter each integral. A displacement of an atom moves these centres, and so does a strain of the cell. The question is whether the centre derivatives computed for the forces also give the stress, and with what weights.

Hartree atomic units are used. The cell has lattice vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$ and volume $\Omega$, translations are $\mathbf R=\sum_i n_i\mathbf a_i$ with an integer triple $\mathbf n$, and atom $A$ of the home cell sits at $\boldsymbol\tau_A$. A centre $X$ is an atom together with a cell, at $\mathbf r_X=\boldsymbol\tau_X+\mathbf R_X$. A homogeneous strain at fixed fractional atomic coordinates moves lattice vectors and atoms alike,
\begin{equation}
r_{X,\alpha}\to r_{X,\alpha}+\sum_\beta\varepsilon_{\alpha\beta}\,r_{X,\beta},
\qquad
\sigma_{\alpha\beta}=\frac1\Omega\frac{\partial F}{\partial\varepsilon_{\alpha\beta}},
\label{strain}
\end{equation}
where $F$ is the electronic free energy per cell at fixed electron number $N$ and temperature $T$, and all nine $\varepsilon_{\alpha\beta}$ are independent. With this sign a positive diagonal stress means that stretching costs energy. Each basis function $\chi_\mu(\mathbf r-\mathbf r_X)$ is carried rigidly with its centre and is neither deformed nor rotated; this is part of the definition of $F$ in the strained crystal. The Hamiltonian is a one-electron, non-self-consistent operator built from spherical atomic wells, with a pair repulsion added to the energy:
\begin{equation}
\hat H=-\tfrac12\nabla^2-\sum_C V_C\,e^{-c_C|\mathbf r-\mathbf r_C|^2},
\qquad
E_{\rm rep}=\tfrac12\sum_A\sum_{B\neq A}\phi(|\mathbf r_B-\mathbf r_A|).
\end{equation}
Here $A$ runs over the home cell, $B$ and $C$ over all centres of the crystal, and the factor $\tfrac12$ is needed because each bond appears once from each end. For $\mu$ on atom $A$ of the home cell and $\nu$ on centre $B$ in cell $\mathbf n$, the real matrices $S_{\mu\nu}(\mathbf n)$ and $H_{\mu\nu}(\mathbf n)=T_{\mu\nu}(\mathbf n)+\sum_CV^C_{\mu\nu}(\mathbf n)$ consist of two-centre overlap and kinetic integrals and three-centre potential integrals.

A wave vector $\mathbf k=\sum_i\kappa_i\mathbf b_i$ with $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$ has $\mathbf k\cdot\mathbf R=2\pi\boldsymbol\kappa\cdot\mathbf n$, so the Bloch problem is
\begin{equation}
H(\boldsymbol\kappa)=\sum_{\mathbf n}e^{2\pi i\boldsymbol\kappa\cdot\mathbf n}H(\mathbf n),\quad
S(\boldsymbol\kappa)=\sum_{\mathbf n}e^{2\pi i\boldsymbol\kappa\cdot\mathbf n}S(\mathbf n),\quad
Hc_i=e_iSc_i,\quad c_i^\dagger Sc_i=1 .
\end{equation}
A uniform mesh of $\boldsymbol\kappa$ expresses a boundary condition on a supercell, namely the phase gained on crossing it. The supercell is strained with the crystal and the phase is kept, so the fractional $\boldsymbol\kappa$ and the weights $w$ (with $\sum_{\boldsymbol\kappa}w=1$) stay fixed. The phase factors then contain no geometry, and neither a displacement nor a strain differentiates them.

Let $\lambda$ be any geometric parameter and $d$ the first-order change with it. Differentiating the eigenvalue equation gives $(dH-e_i\,dS)c_i+(H-e_iS)\,dc_i=de_i\,Sc_i$. Multiplying from the left by $c_i^\dagger$ removes the second term, because $H$ and $S$ are Hermitian and so $c_i^\dagger(H-e_iS)=0$, and the normalization turns the right side into $de_i$:
\begin{equation}
de_i=c_i^\dagger\,(dH-e_i\,dS)\,c_i .
\label{de}
\end{equation}
Within a degenerate level the sum of the $de_i$ is the trace of $dH-e\,dS$ over the level, which does not depend on the choice of vectors; since such states share one occupation, this sum is what enters below. With spin degeneracy 2 and $f_i=[1+e^{(e_i-\mu)/k_BT}]^{-1}$, the Mermin free energy is
\begin{equation}
F=2\sum_{\boldsymbol\kappa i}wf_ie_i-TS_{\rm el}+E_{\rm rep},\qquad
S_{\rm el}=-2k_B\sum_{\boldsymbol\kappa i}w\,[f_i\ln f_i+(1-f_i)\ln(1-f_i)] .
\end{equation}
The bracket has derivative $\ln[f/(1-f)]$ with respect to $f$, and for the Fermi function $(1-f)/f=e^{(e-\mu)/k_BT}$, so $T\,dS_{\rm el}=2\sum w\,(e_i-\mu)\,df_i$. Therefore
\begin{align}
dF&=2\sum w\,(f_i\,de_i+e_i\,df_i)-2\sum w\,(e_i-\mu)\,df_i+dE_{\rm rep}\nonumber\\
&=2\sum wf_i\,de_i+\mu\,dN+dE_{\rm rep},
\end{align}
and $dN=2\sum w\,df_i=0$. The internal energy $E=F+TS_{\rm el}$ has the extra change $T\,dS_{\rm el}$, so the formulas below give the derivative of $F$ and differ from that of $E$ by this term. Inserting \eqref{de} and the Bloch sums, and collecting the coefficient of each real-space integral,
\begin{align}
dF&=\sum_{\mathbf n}\sum_{\mu\nu}\big[P_{\mu\nu}(\mathbf n)\,dH_{\mu\nu}(\mathbf n)-W_{\mu\nu}(\mathbf n)\,dS_{\mu\nu}(\mathbf n)\big]+dE_{\rm rep},\label{dF}\\
P_{\mu\nu}(\mathbf n)&=2\sum_{\boldsymbol\kappa i}wf_i\,c^*_{\mu i}c_{\nu i}\,e^{2\pi i\boldsymbol\kappa\cdot\mathbf n},\qquad
W_{\mu\nu}(\mathbf n)=2\sum_{\boldsymbol\kappa i}wf_ie_i\,c^*_{\mu i}c_{\nu i}\,e^{2\pi i\boldsymbol\kappa\cdot\mathbf n}.
\end{align}
Real $H(\mathbf n)$ and $S(\mathbf n)$ give $H(-\boldsymbol\kappa)=H(\boldsymbol\kappa)^*$ and likewise for $S$, so the vectors at $-\boldsymbol\kappa$ can be taken as $c_i^*$; on a mesh closed under inversion the terms pair into complex conjugates and $P$ and $W$ are real. The term in $W$ keeps the states normalized while the basis moves. It is one part of the Pulay correction; the other is the part of $P\,dH$ that comes from moving the basis centres $A$ and $B$ at fixed wells. Only their sum is independent of the zero of energy, since $H\to H+cS$ adds $cP\,dS$ to $P\,dH$ and the same amount to $W\,dS$. In the example below the two parts contribute $-0.0830$ and $+0.0877$ Ha/bohr to $F_{2,y}$, a Pulay force of $+0.0047$ Ha/bohr. The term in $W$ is absent in an orthogonal tight-binding model, where $S$ is the unit matrix at every geometry.

Each integral in \eqref{dF} is a function of two or three centre positions. Let $t$ label a set of centres, $(A,B)$ or $(A,B,C)$ with $A$ in the home cell, and for each centre $X$ of the set define the contracted derivative
\begin{align}
\mathbf g^X_{(AB)}&=\sum_{\mu\in A,\,\nu\in B}\Big[P_{\mu\nu}\frac{\partial T_{\mu\nu}}{\partial\mathbf r_X}-W_{\mu\nu}\frac{\partial S_{\mu\nu}}{\partial\mathbf r_X}\Big]+\frac12\frac{\partial\phi}{\partial\mathbf r_X},\nonumber\\
\mathbf g^X_{(ABC)}&=\sum_{\mu\in A,\,\nu\in B}P_{\mu\nu}\frac{\partial V^C_{\mu\nu}}{\partial\mathbf r_X}.
\label{g}
\end{align}
The positions of the slots $A$, $B$, $C$ are differentiated as independent variables even when two of them coincide. The chain rule turns \eqref{dF} into
\begin{equation}
dF=\sum_t\sum_{X\in t}\mathbf g^X_t\cdot d\mathbf r_X .
\label{chain}
\end{equation}
For Cartesian Gaussians the derivatives are integrals of the same family. The functions and the wells factor into $x$, $y$ and $z$ parts, and the product rule applied to one factor gives
\begin{align}
\partial_{A}\big[(x-A)^le^{-a(x-A)^2}\big]&=\big[2a(x-A)^{l+1}-l(x-A)^{l-1}\big]e^{-a(x-A)^2},\nonumber\\
\partial_C\,e^{-c(x-C)^2}&=2c(x-C)\,e^{-c(x-C)^2}.
\end{align}
The decay follows from completing the square. With $s=a+b+c$ and $\mathbf Q=(a\mathbf r_A+b\mathbf r_B+c\mathbf r_C)/s$, the total exponent is $s|\mathbf r-\mathbf Q|^2+q$, where $q=ar_A^2+br_B^2+cr_C^2-sQ^2$. Multiplying by $s$, the terms $a^2r_A^2$, $b^2r_B^2$, $c^2r_C^2$ cancel against those in $s^2Q^2$ and the rest groups into squares of differences:
\begin{equation}
q=\big(ab\,|\mathbf r_A-\mathbf r_B|^2+ac\,|\mathbf r_A-\mathbf r_C|^2+bc\,|\mathbf r_B-\mathbf r_C|^2\big)/s .
\label{q}
\end{equation}
Each integral and each derivative is $e^{-q}$ times a polynomial in the differences, with $c=0$ for two centres. The repulsion is taken to be short-ranged, with $|\phi'(d)|\,d^3$ integrable at large $d$, as for the Gaussian of the example. The elements of $P$ and $W$ are finite sums over the mesh and are bounded in $\mathbf n$, so the lattice sums in \eqref{chain} converge absolutely, also after weighting with a distance, and may be regrouped.

Shift all centres of one integral by a common vector $\mathbf u$. The substitution $\mathbf r=\mathbf r'+\mathbf u$ restores the original integrand, since $\nabla^2$ is unchanged by it and the integral runs over all space; $\phi$ depends on a difference from the start. Differentiating at $\mathbf u=0$ and contracting with $P$ or $W$,
\begin{equation}
\sum_{X\in t}\mathbf g^X_t=0\quad\text{for each }t .
\label{ti}
\end{equation}

For the force on atom $Y$, all its periodic images move together, $d\mathbf r_X=d\boldsymbol\tau_Y$ if $X$ is an image of $Y$ and zero otherwise, and \eqref{chain} gives
\begin{equation}
\mathbf F_Y=-\sum_t\ \sum_{X\in t,\ X\ \text{image of}\ Y}\mathbf g^X_t .
\label{force}
\end{equation}
Summing over $Y$ collects every centre of every term, so \eqref{ti} makes the forces add to zero; with one atom per cell the single force vanishes, as stated at the start. For the strain, \eqref{strain} gives $\partial r_{X,\gamma}/\partial\varepsilon_{\alpha\beta}=\delta_{\gamma\alpha}r_{X,\beta}$, hence
\begin{equation}
\Omega\sigma_{\alpha\beta}=\sum_t\sum_{X\in t}g^X_{t,\alpha}\,r_{X,\beta}.
\label{abs}
\end{equation}
Subtracting $r_{A,\beta}\sum_Xg^X_{t,\alpha}$, which is zero by \eqref{ti}, removes the origin term by term:
\begin{align}
\Omega\sigma_{\alpha\beta}&=\sum_t\sum_{X\in t}g^X_{t,\alpha}\,(\mathbf r_X-\mathbf r_A)_\beta\nonumber\\
&=\sum_{(AB)}g^B_\alpha\,d^{AB}_\beta+\sum_{(ABC)}\big[g^B_\alpha\,d^{AB}_\beta+g^C_\alpha\,d^{AC}_\beta\big],
\label{main}
\end{align}
with $\mathbf d^{AX}=\boldsymbol\tau_X+\mathbf R_X-\boldsymbol\tau_A$. The same subtraction works with any other centre of $t$ as reference. The vectors $\mathbf g$ in \eqref{main} are those of \eqref{force}. A term with $m$ centres carries $m-1$ intercentre vectors, so a single bond vector suffices for two-centre terms, while a three-centre term needs two. On-site overlap and kinetic integrals have $\mathbf d=0$ and drop out. Two-centre terms between an atom and its own image cancel in the force, where $\mathbf g^A+\mathbf g^B=0$ falls on one atom, and survive in the stress with weight $\mathbf R$. For the repulsion $\partial\phi/\partial\mathbf r_B=\phi'(d)\,\mathbf d/d$, which gives the pair virial $\tfrac12\sum\phi'd_\alpha d_\beta/d$. If the atoms also relax inside the cell by $d\mathbf u_Y$, \eqref{chain} adds $-\sum_Y\mathbf F_Y\cdot d\mathbf u_Y$ to $dF$; this vanishes at zero force, and otherwise \eqref{main} is the clamped-ion stress. For an isotropic strain $\varepsilon_{\alpha\beta}=\eta\delta_{\alpha\beta}$, $dF=\eta\,\Omega\operatorname{tr}\sigma$ and $d\Omega=3\eta\,\Omega$, so
\begin{equation}
p=-\frac{dF}{d\Omega}=-\tfrac13\operatorname{tr}\sigma .
\end{equation}

The derivatives have to be weighted image by image, before the sum over images that forms the force. Writing $\mathbf r_X=\boldsymbol\tau_X+\mathbf R_X$ in \eqref{abs} and grouping the $\boldsymbol\tau$ part by atom with \eqref{force},
\begin{equation}
\Omega\sigma_{\alpha\beta}=-\sum_YF_{Y,\alpha}\tau_{Y,\beta}+\sum_t\sum_{X\in t}g^X_{t,\alpha}R_{X,\beta}.
\label{split}
\end{equation}
The second sum is what \eqref{chain} gives when the lattice vectors are strained and the Cartesian $\boldsymbol\tau_Y$ are held fixed. When the cell is so large that integrals between cells are negligible it vanishes, and the Clausius virial of an isolated cluster remains. In a bonded crystal the first sum has no separate meaning: renaming the image at $\boldsymbol\tau_2+\mathbf a_1$ as atom 2 changes it by $-F_{2,\alpha}a_{1,\beta}$, while \eqref{main} contains the same physical intercentre vectors. The renaming multiplies the Bloch functions of atom 2 by a phase, which leaves $P$ and $W$ between given physical centres, and hence $\sigma$, as they were.

The centre derivatives that give the forces also give the stress, provided each is weighted with its intercentre vector before the sum over periodic images. What remains is the symmetry of the stress, the limits of the formula, and a numerical example with its finite-difference check.
